# The Bloch correction for 2 MeV helium, with diamond as target

## Problem

A helium ion with a total kinetic energy of 2.0 MeV (not 2.0 MeV per nucleon) has lost both its electrons. Its electronic stopping power is written

$$S=\frac{4\pi z^2 n_e}{m v^2}\left(\frac{e^2}{4\pi\varepsilon_0}\right)^2 L ,$$

where $z=2$ is the charge number, $v=\beta c$ the ion speed, $m$ the electron mass, $n_e$ the density of target electrons and $L$ the dimensionless stopping number. First-order perturbation theory gives Bethe's value $L_{\rm Bethe}=\ln(2mv^2/I)$, with $I$ the mean excitation energy of the target.

(a) Find $\beta$ and the parameter $y=z\alpha/\beta$, where $\alpha$ is the fine-structure constant.

(b) Show that treating close collisions without perturbation theory adds to $L$ the Bloch correction

$$\Delta L=-y^2\sum_{n=1}^{\infty}\frac{1}{n(n^2+y^2)} .$$

(c) Evaluate $\Delta L$.

(d) Find its effect on the stopping power in diamond, taking the rough values $3.5\ \mathrm{g/cm^3}$ for the density and $I=80$ eV.

The helium nucleus has a rest energy of 3727.38 MeV, and $\alpha=0.0072974$.

## Hints

1. Work in the frame of the ion, where the electrons stream past at speed $v$. The drag force is the forward momentum they lose per unit time.
2. In partial waves, this loss depends only on differences of neighbouring phase shifts.
3. For a Coulomb field, one first-order differential operator turns the radial function for $l$ into that for $l+1$. Apply it at large distance.
4. Subtract the lowest order in $y$ term by term. The remaining series converges quickly, so three terms and an integral for the rest are enough.

## Solution

### (a) Speed and coupling

The kinetic energy is $(\gamma-1)Mc^2$, so

$$\gamma=1+\frac{2.0}{3727.38}=1.0005366,\qquad \beta=\sqrt{1-\gamma^{-2}}=0.032746 .$$

Hence

$$y=\frac{2\times0.0072974}{0.032746}=0.4457,\qquad y^2=0.19865 .$$

Since $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, we also have $y=ze^2/(4\pi\varepsilon_0\hbar v)$. This is the strength of the Coulomb interaction in a collision at speed $v$. It is below one but not small.

### (b) The correction

**Drag force.** Assume that the target electrons are slow compared with the ion, and that the ion is so heavy that it is not deflected. In its frame, the electron flux is $n_ev$. An electron scattered through $\theta$ loses forward momentum $mv(1-\cos\theta)$. The force on the ion, which is also its energy loss per unit length, is therefore

$$S=n_e m v^2\sigma_{\rm tr},\qquad \sigma_{\rm tr}=\int(1-\cos\theta)\,|f|^2\,d\Omega .$$

**Partial waves.** Let the field be screened at a large distance, so that all sums converge. With $k=mv/\hbar$,

$$f=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).$$

Orthogonality of the $P_l$ gives the first part of $\sigma_{\rm tr}$:

$$\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l=\frac{4\pi}{k^2}\sum_l(l+1)\left[\sin^2\delta_l+\sin^2\delta_{l+1}\right].$$

The last form holds because $\sin^2\delta_l$ appears there with weight $(l+1)+l$. For the part with $\cos\theta$, use $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$. Only neighbouring waves are coupled, and

$$\int|f|^2\cos\theta\,d\Omega=\frac{4\pi}{k^2}\sum_l(l+1)\,2\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

Now subtract, using the identity $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=\sin^2(a-b)$, which follows on expanding $\cos(a-b)$:

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

**Coulomb phase differences.** Put $\rho=kr$ and $\eta=-y$ for attraction. The radial equation is $H_lu_l=u_l$ with

$$H_l=-\frac{d^2}{d\rho^2}+\frac{l(l+1)}{\rho^2}+\frac{2\eta}{\rho}.$$

Let $n=l+1$, $W=n/\rho+\eta/n$, $A=W-d/d\rho$ and $A^\dagger=W+d/d\rho$. Multiplying out,

$$A^\dagger A=-\frac{d^2}{d\rho^2}+W^2+W'=H_l+\frac{\eta^2}{n^2},$$

$$AA^\dagger=-\frac{d^2}{d\rho^2}+W^2-W'=H_{l+1}+\frac{\eta^2}{n^2}.$$

Here $W'=-n/\rho^2$ changes $n^2$ into $n(n-1)=l(l+1)$ in the first line and into $n(n+1)=(l+1)(l+2)$ in the second. It follows that $H_{l+1}(Au_l)=A(H_lu_l)=Au_l$, so $Au_l$ solves the equation for $l+1$. Near the origin $u_l\propto\rho^n$, and $Au_l$ stays finite there. It is thus the regular solution $u_{l+1}$, up to a factor.

At large $\rho$, $u_l\propto\sin\theta_l$ with $\theta_l=\rho-\eta\ln2\rho-l\pi/2+\delta_l$. There $W\to\eta/n$, and

$$Au_l\propto\frac{\eta}{n}\sin\theta_l-\cos\theta_l\propto\sin\left(\theta_l-\frac{\pi}{2}+\arctan\frac{\eta}{n}\right).$$

Comparison with $\theta_{l+1}$ gives $\delta_{l+1}-\delta_l=\arctan(\eta/n)$, up to a multiple of $\pi$ that drops out of the squared sine. Therefore

$$\sin^2(\delta_l-\delta_{l+1})=\frac{y^2}{n^2+y^2}.$$

The sign of the charge has disappeared.

**Stopping number.** Insert this in $S$. Because $y/k=ze^2/(4\pi\varepsilon_0mv^2)$, the factor $n_emv^2\cdot4\pi y^2/k^2$ equals the prefactor in the definition of $L$. What remains is

$$L=\sum_n\frac{n}{n^2+y^2}.$$

To lowest order in the coupling this becomes $\sum_n1/n$. Both sums diverge logarithmically at large $n$, that is, in distant collisions, where the binding of the electrons ends them. Their difference converges:

$$\frac{n}{n^2+y^2}-\frac1n=\frac{n^2-(n^2+y^2)}{n(n^2+y^2)}=-\frac{y^2}{n(n^2+y^2)} .$$

Bethe's formula is the lowest-order result with binding included. The difference falls as $n^{-3}$, so it belongs to close collisions, in which binding is neglected here. Adding it to $L_{\rm Bethe}$ gives the stated $\Delta L$.

The correction is negative because a squared sine saturates, while its lowest-order form $y^2/n^2$ does not: perturbation theory overstates the contribution of the low partial waves. This does not mean that it overstates large deflections. For a pure Coulomb field the first-order cross section is exact at every angle, and in a weakly screened field the difference appears mainly at small angles.

**Closed form.** From $\psi(1+x)=-\gamma_E+\sum_n[1/n-1/(n+x)]$, with $\gamma_E$ Euler's constant, and ${\rm Re}\,1/(n+iy)=n/(n^2+y^2)$, the same sum is

$$\Delta L=\psi(1)-{\rm Re}\,\psi(1+iy).$$

### (c) The number

The first three terms of the sum are

$$\frac1{1.19865}=0.83427,\quad\frac1{2\times4.19865}=0.11909,\quad\frac1{3\times9.19865}=0.03624,$$

together 0.98960. For $n\ge4$, neglect $y^2$ beside $n^2$ and replace the sum by an integral that starts midway between 3 and 4:

$$\sum_{n\ge4}\frac1{n^3}\approx\int_{3.5}^\infty\frac{dn}{n^3}=\frac1{2\times3.5^2}=0.0408 .$$

Then

$$\Delta L\approx-0.19865\,(0.9896+0.0408)=-0.2047 .$$

The digamma form gives $-0.2045$. To two digits,

$$\boxed{\Delta L\approx-0.20}$$

About 81 % of the sum comes from $n=1$, the interference of the s and p waves. For $y\ll1$ the series reduces to $-\zeta(3)y^2$. Here that would give $-0.239$, about 17 % too large in magnitude, so the $y^2$ in the denominators matters.

This $\Delta L$ is the complete Bloch term and already contains the factor $z^2$. If the stopping number is written as $L_0+zL_1+z^2L_2$ with the whole Bloch term in the last part, then $L_2=\Delta L/z^2=-0.051$. This $L_2$ still depends on $z$; in a true power series the coefficient of $z^2$ would be $-\zeta(3)(\alpha/\beta)^2=-0.060$.

The correction can also be seen in a field of finite range. Take a Coulomb potential multiplied by $e^{-r/a}$ with $ka=60$, solve the radial equation by Numerov's method, and form $L$ from the phase shifts. The result is 4.137 for attraction and 4.033 for repulsion, with mean 4.085. In the first Born approximation $|f|=2yk/(q^2+a^{-2})$, where $q$ is the momentum transfer divided by $\hbar$. With $1-\cos\theta=q^2/2k^2$ and $d\Omega=2\pi q\,dq/k^2$ this leads to

$$L_{\rm Born}=\int_0^{2k}\frac{q^3\,dq}{(q^2+a^{-2})^2}=4.288 .$$

The mean lies 0.203 below it. The two signs differ because the field is screened; for the pure Coulomb field each phase difference gave the same squared sine for both.

### (d) Stopping in diamond

With six electrons per carbon atom, the density gives $n_e=1053\ \mathrm{nm^{-3}}$. An electron at the ion's speed has $mv^2=547.9$ eV, and the prefactor of $L$ is 200.3 eV/nm. Then

$$L_{\rm Bethe}=\ln\frac{2\times547.9}{80}=\ln13.70=2.617,$$

$$L_{\rm Bethe}+\Delta L=2.617-0.204=2.413 .$$

The stopping power falls from $200.3\times2.617=524$ eV/nm to $200.3\times2.413=483$ eV/nm. The Bloch term removes 41 eV/nm, or 7.8 % of the Bethe value. While $\Delta L$ itself does not depend on the target, this percentage does, through $I$.

**Is the separation of close and distant collisions sound?** Binding matters beyond an impact parameter of about $v/\omega$, with $\hbar\omega=I$. The angular momentum there, in units of $\hbar$, is $mv^2/I=6.85$. Terms of the Bloch sum with $n$ above this value contribute only $-0.0023$, about 1 % of $\Delta L$. This estimate uses the mean $I$. The K electrons of carbon are bound by about 284 eV, and their mean excitation energy lies above this edge. The corresponding ratio is therefore below 2, so for them the separation is rough. For a slower ion it would fail more generally, once $mv^2/I$ is no longer large compared with both 1 and $y$.

### The model beside a real diamond target

Helium ions of about 2 MeV are used in ion-beam analysis. The density above is that of diamond. $I=80$ eV is close to the value usually quoted for graphite, while values tabulated for diamond lie nearer 89 eV. That choice would lower the result from 483 to 462 eV/nm and raise the share of the Bloch term to 8.1 %. Even so, 483 eV/nm is not a full prediction, because two omitted corrections may be larger than the Bloch term. Their sizes can be estimated by giving every electron the same harmonic binding, $\hbar\omega=I$.

- **Barkas correction.** This is the part of $L$ that is odd in the ion's charge. Let the ion pass a classical bound electron, initially at rest, on a straight line, and integrate Newton's equations numerically. With the impact parameter $b$ in units of $v/\omega$ and $\kappa=yI/(mv^2)=0.0651$, the energy transfer $\Delta E$ gives $L=\int b\,db\,\Delta E/(2\kappa^2mv^2)$, taken from $b=\kappa/10$ to 5. The result is 3.41 for charge $+2$ and 2.40 for charge $-2$. Half the difference is $+0.50$, or roughly $+100$ eV/nm. Part of this comes from impact parameters below $\hbar/mv$, where classical orbits have no clear meaning at this $y$, so only the order of magnitude counts.
- **Shell correction.** This arises because the target electrons are not at rest. In a quantum oscillator, a transfer $q$ excites $j$ quanta with probability $P_j=e^{-s}s^j/j!$, where $s=\hbar q^2/2m\omega$. The first-order stopping number is $\frac12\sum_j\int jP_j\,ds/s^2$. Energy conservation requires $q\ge j\omega/v$, hence $s\ge j^2I/(2mv^2)$. The sum lies 0.31 below $L_{\rm Bethe}$, which corresponds to roughly $-60$ eV/nm.

These two effects have opposite signs, but a single oscillator is too crude for their sum to be trusted. A hydrogen-like estimate gives the K electrons of carbon a speed of about $6\alpha c$, against $4.49\,\alpha c$ for the ion, so the assumption of slow target electrons fails for them. The relativistic term $-\ln(1-\beta^2)-\beta^2$ is about $6\times10^{-7}$ and can be ignored.

## Variation 1: a partly neutralized ion

*Suppose that electron capture lowers the mean charge to a trial value of 1.9, at the same speed. Treat the ion as a point charge. What changes?*

The parameter becomes $y=0.95\times0.4457=0.423$, and the digamma form gives $\Delta L=-0.187$. Scaling the old value by $0.95^2$ would give $-0.185$. The magnitude falls a little less than $y^2$, because the denominators $n^2+y^2$ also shrink.

The stopping power changes mainly through its prefactor:

$$S=0.95^2\times200.3\times(2.617-0.187)=439\ \mathrm{eV/nm}.$$

This is 9 % below the value for the bare ion. At this energy, a small error in the mean charge thus matters as much as the Bloch term.

## Variation 2: strong coupling

*What does $\Delta L$ become for $y\gg1$, and can that limit be used for 2 MeV helium?*

Write the correction as $-\sum_n[1/n-n/(n^2+y^2)]$ and sum to a large $N\gg y$. The first part tends to $\ln N+\gamma_E$. In the second, the terms vary slowly with $n$ when $y\gg1$, so the sum may be replaced by an integral:

$$\int_0^N\frac{n\,dn}{n^2+y^2}=\frac12\ln\frac{N^2+y^2}{y^2}\to\ln\frac Ny .$$

Therefore $\Delta L\to-\gamma_E-\ln y$, and

$$L_{\rm Bethe}+\Delta L\to\ln\frac{2e^{-\gamma_E}mv^2}{yI}=\ln\frac{2e^{-\gamma_E}}{\kappa}.$$

Since $y\propto1/\hbar$ and $I=\hbar\omega$, the product $yI$ does not contain $\hbar$. This is Bohr's classical stopping number. The Bloch correction therefore leads from the quantum perturbation result at small $y$ to the classical one at large $y$, provided that $\kappa\ll1$ and that the ion is still fast compared with the target electrons.

For the helium ion, Bohr's logarithm is 2.848. That lies 0.23 above Bethe's value, whereas the full correction lies 0.20 below it. At $y=0.45$ the strong-coupling limit gives even the wrong sign, so the full sum is needed.

All numerical values are calculated from the stated model.
